# When Freezing the Substrate Gives Useful Adsorbate Stretch Frequencies: a program that tests the result

```python
"""
Result under test: freezing the substrate under an adsorbate of mass m, bonded
by a spring k to a substrate atom of mass M, lowers the stretch frequency by
the fraction m/(2M), provided m << M and the stretch lies above the phonons.
General law: w^2/wf^2 = 1 + (m/M) S,  S = sum_j w_j w^2/(w^2 - w_j^2),
wf^2 = k/m; w_j^2 are squared substrate frequencies without the adsorbate bond
and the weights w_j are their mass-weighted shares on the bonding atom.
Internal units: N/m for springs, u for masses, so squared frequencies are
in (N/m)/u; wavenumbers are in 1/cm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

AMU = const.atomic_mass
TO_CM = np.sqrt(1.0 / AMU) / (2 * np.pi * const.c * 100)
CM_TO_MEV = const.h * const.c * 100 / const.e * 1000


def wavenumber(square):
    return TO_CM * np.sqrt(square)


def attach(stiffness, masses, site, k, m):
    """Mass-weighted Hessian of substrate plus adsorbate (last index)."""
    n = len(masses)
    full = np.zeros((n + 1, n + 1))
    full[:n, :n] = stiffness
    full[site, site] += k
    full[n, n] = k
    full[site, n] = full[n, site] = -k
    root = np.sqrt(np.append(masses, m))
    return full / np.outer(root, root)


def upper_bound(frozen, top, ratio):
    """Squared frequency if all substrate weight sat at the band top."""
    b = frozen * (1 + ratio) + top
    return 0.5 * (b + np.sqrt(b * b - 4 * frozen * top))


# Inputs: standard atomic masses and rough typical model parameters
m_H, m_D, m_Cl = 1.008, 2.014, 35.45
m_O, m_Si, m_Ge = 15.999, 28.085, 72.63
k_H, k_Cl, k_OH = 260.0, 250.0, 780.0
band_top = 520.0
ratio_H = m_H / m_Si

# Free pair: diagonalization against the expansion in the mass ratio
for r in (0.2, 0.1, 0.03, 0.01):
    pair = attach(np.zeros((1, 1)), np.array([1.0]), 0, 1.0, r)
    true = np.sqrt(np.linalg.eigvalsh(pair)[-1])
    error = np.sqrt(1 / r) / true - 1
    assert abs(error + r / 2 - 3 * r**2 / 8) < 0.35 * r**3

# Scalar cubic slab, periodic sideways, bottom layer tied to a rigid floor
side, layers = 8, 8
spring = m_Si * (band_top / TO_CM) ** 2 / 12
count = side * side * layers
slab = np.zeros((count, count))


def index(x, y, z):
    return (z * side + y % side) * side + x % side


for z in range(layers):
    for y in range(side):
        for x in range(side):
            a = index(x, y, z)
            partners = [index(x + 1, y, z), index(x, y + 1, z)]
            if z + 1 < layers:
                partners.append(index(x, y, z + 1))
            else:
                slab[a, a] += spring
            for b in partners:
                slab[a, a] += spring
                slab[b, b] += spring
                slab[a, b] -= spring
                slab[b, a] -= spring
site = index(0, 0, 0)
slab_masses = np.full(count, m_Si)
dynamical = slab / m_Si
bare, vectors = eigh(dynamical)
weights = vectors[site] ** 2
assert wavenumber(bare[-1]) < band_top


def top_mode(k, m):
    """Highest mode: diagonalization, checked against the response equation."""
    values, vecs = eigh(attach(slab, slab_masses, site, k, m))
    square, frozen, r = values[-1], k / m, m / m_Si

    def condition(s):
        return s / frozen - 1 - r * np.sum(weights * s / (s - bare))

    root = brentq(condition, bare[-1] * (1 + 1e-9),
                  10 * (frozen * (1 + r) + bare[-1]), xtol=1e-12, rtol=1e-13)
    assert abs(root / square - 1) < 1e-8
    low, high = frozen * (1 + r), upper_bound(frozen, bare[-1], r)
    assert low < square < high
    return square, vecs[-1, -1] ** 2


def partner_free(k, m):
    """Only the adsorbate and its bonding atom are allowed to move."""
    small = attach(slab[site:site + 1, site:site + 1],
                   np.array([m_Si]), 0, k, m)
    return np.linalg.eigvalsh(small)[-1]


sq_H, share_H = top_mode(k_H, m_H)
sq_D, share_D = top_mode(k_H, m_D)
sq_Cl, share_Cl = top_mode(k_Cl, m_Cl)
nu_H, nu_D, nu_Cl = map(wavenumber, (sq_H, sq_D, sq_Cl))
fr_H, fr_D, fr_Cl = (wavenumber(k_H / m_H), wavenumber(k_H / m_D),
                     wavenumber(k_Cl / m_Cl))
err_H, err_D, err_Cl = fr_H / nu_H - 1, fr_D / nu_D - 1, fr_Cl / nu_Cl - 1
assert abs(err_H + ratio_H / 2) < 0.1 * ratio_H / 2
assert nu_Cl > band_top > fr_Cl

# Moments of the substrate spectrum: first correction and residual error
moment1 = dynamical[site, site]
moment2 = dynamical[site] @ dynamical[site]
factor_S = (sq_H / (k_H / m_H) - 1) / ratio_H
assert abs(factor_S - 1 - moment1 / sq_H) < 2 * moment2 / sq_H**2
nu_partner = wavenumber(partner_free(k_H, m_H))
residual = 1 - nu_partner / nu_H
residual_law = 0.5 * ratio_H * (moment2 - moment1**2) / sq_H**2
# the next moment enters at the level of several per cent
assert abs(residual / residual_law - 1) < 0.15
nu_partner_Cl = wavenumber(partner_free(k_Cl, m_Cl))

# Bounds on random substrates with unequal masses
rng = np.random.default_rng(5)
for _ in range(60):
    mat = rng.normal(size=(6, 6))
    stiff, mass = mat @ mat.T, rng.uniform(5, 50, 6)
    top = np.linalg.eigvalsh(stiff / np.sqrt(np.outer(mass, mass)))[-1]
    m = rng.uniform(0.5, 20)
    frozen, r = top * rng.uniform(0.5, 20), m / mass[0]
    true = np.linalg.eigvalsh(attach(stiff, mass, 0, frozen * m, m))[-1]
    assert frozen * (1 + r) * (1 - 1e-10) <= true
    assert true <= upper_bound(frozen, top, r) * (1 + 1e-10)

# Slow adsorbate mode: the substrate follows statically, the error is positive
compliance = np.linalg.solve(slab, np.eye(count)[site])[site]
slow = 0.01 * bare[0]
k_slow = m_H * slow
true_slow = eigh(attach(slab, slab_masses, site, k_slow, m_H),
                 eigvals_only=True)[0]
err_slow = np.sqrt(slow / true_slow) - 1
assert err_slow > 0
assert abs(err_slow / (k_slow * compliance / 2) - 1) < 0.03

# Resonance with one anchored substrate atom
k_res = 1.0
anchor = k_res * m_Si / m_H - k_res
res = np.linalg.eigvalsh(attach(np.array([[anchor]]), np.array([m_Si]),
                                0, k_res, m_H)) / (k_res / m_H)
assert np.allclose(res, [1 - np.sqrt(ratio_H), 1 + np.sqrt(ratio_H)],
                   rtol=1e-10)
half_split = 0.5 * (np.sqrt(res[1]) - np.sqrt(res[0]))
assert abs(half_split - 0.5 * np.sqrt(ratio_H)) < ratio_H * 0.1

# Hollow site: Cartesian Hessian by finite differences of the bond energy
bonds, cosine = 3, 0.5
sine = np.sqrt(1 - cosine**2)
angles = 2 * np.pi * np.arange(bonds) / bonds
equilibrium = np.vstack([[0, 0, 0], np.column_stack(
    [sine * np.cos(angles), sine * np.sin(angles),
     -cosine * np.ones(bonds)])]).ravel()


def bond_energy(flat):
    p = flat.reshape(-1, 3)
    return 0.5 * np.sum((np.linalg.norm(p[1:] - p[0], axis=1) - 1) ** 2)


size, h = len(equilibrium), 1e-3
unit = np.eye(size) * h
hess = np.zeros((size, size))
for i in range(size):
    for j in range(size):
        hess[i, j] = sum(
            s * t * bond_energy(equilibrium + s * unit[i] + t * unit[j])
            for s in (1, -1) for t in (1, -1)) / (4 * h * h)
hess = 0.5 * (hess + hess.T)
root_mass = np.sqrt(np.repeat([m_H] + [m_Si] * bonds, 3))
values, vecs = eigh(hess / np.outer(root_mass, root_mass))
stretch = values[np.argmax(vecs[2] ** 2)]
hollow_gain = stretch / (hess[2, 2] / m_H)
geometry = bonds * cosine**2
assert abs(hollow_gain - 1 - ratio_H / geometry) < 2e-5
err_hollow = 1 / np.sqrt(hollow_gain) - 1

# Neglected effect: anharmonicity of a Morse bond, numerical spectrum
depth = 3.3
reduced = m_H * m_Si / (m_H + m_Si)
k_ev = k_H / const.e * 1e-20
steep = np.sqrt(k_ev / (2 * depth))
grid = np.linspace(-0.7, 2.0, 221)
dx = grid[1] - grid[0]
kin = const.hbar**2 / (2 * reduced * AMU) / const.e * 1e20 / dx**2
gap = np.arange(len(grid))[:, None] - np.arange(len(grid))[None, :]
safe = np.where(gap == 0, 1, gap)
kinetic = kin * np.where(gap == 0, np.pi**2 / 3,
                         2.0 * (1 - 2 * (np.abs(gap) % 2)) / safe**2)
potential = depth * (1 - np.exp(-steep * grid)) ** 2
levels = np.linalg.eigvalsh(kinetic + np.diag(potential))
nu_pair = wavenumber(k_H / reduced)
harmonic_ev = nu_pair * CM_TO_MEV / 1000
anharmonic_ev = harmonic_ev - (levels[1] - levels[0])
assert abs(anharmonic_ev / (harmonic_ev**2 / (2 * depth)) - 1) < 1e-3
anharmonic = anharmonic_ev * 1000 / CM_TO_MEV

# Neglected effect: in-phase dipole coupling on a triangular layer
spacing_nm, charge = 0.384, 0.2


def dipole_sum(radius):
    n = np.arange(-2 * radius, 2 * radius + 1)
    i, j = np.meshgrid(n, n)
    d2 = (i * i + i * j + j * j).astype(float)
    inside = (d2 > 0) & (d2 <= radius**2)
    tail = 2 * np.pi / (np.sqrt(3) / 2 * radius)
    return np.sum(d2[inside] ** -1.5) + tail


lattice_sum = dipole_sum(160)
assert abs(lattice_sum / dipole_sum(80) - 1) < 1e-3
k_dipole = ((charge * const.e) ** 2 / (4 * np.pi * const.epsilon_0)
            * lattice_sum / (spacing_nm * 1e-9) ** 3)
dipole_shift = nu_pair * (np.sqrt(1 + k_dipole / k_H) - 1)

temperature = 600.0
population = np.exp(-nu_H * CM_TO_MEV / 1000 * const.e
                    / (const.k * temperature))
corrected = fr_H * np.sqrt(1 + ratio_H)
high_H = wavenumber(upper_bound(k_H / m_H, (band_top / TO_CM) ** 2, ratio_H))
assert corrected < nu_H < high_H
oh_frozen = wavenumber(k_OH / m_H)
oh_true = wavenumber(k_OH * (1 / m_H + 1 / m_O))

print(f"Masses H, D, Cl: {m_H}, {m_D}, {m_Cl} u")
print(f"Masses O, Si, Ge: {m_O}, {m_Si}, {m_Ge} u")
print(f"Bond springs Si-H, Si-Cl, O-H: {k_H:.0f}, {k_Cl:.0f}, {k_OH:.0f} N/m")
print(f"Phonon band top: {band_top:.0f} cm^-1")
print(f"Slab: {count} atoms, lattice spring {spring:.2f} N/m")
print(f"H/Si mass ratio m/M: {ratio_H:.5f}")
print(f"H/Si estimate m/(2M): {50 * ratio_H:.3f} %")
print(f"H/Si free-pair error: {100 * (fr_H / nu_pair - 1):.3f} %")
print(f"H frozen: {fr_H:.2f} cm^-1")
print(f"H free pair (frozen times sqrt(1+m/M)): {corrected:.2f} cm^-1")
print(f"H full slab: {nu_H:.2f} cm^-1 = {nu_H * CM_TO_MEV:.2f} meV")
print(f"H upper bound for any such substrate: {high_H:.2f} cm^-1")
print(f"H frozen minus slab: {fr_H - nu_H:.2f} cm^-1")
print(f"H frozen error against slab: {100 * err_H:.3f} %")
print(f"H zero-point error: {(fr_H - nu_H) * CM_TO_MEV / 2:.3f} meV")
print(f"H factor S: {factor_S:.5f}")
print(f"H first-moment estimate of S: {1 + moment1 / sq_H:.5f}")
print(f"H slab minus partner-free: {nu_H - nu_partner:.5f} cm^-1")
print(f"H same from variance law: {residual_law * nu_H:.5f} cm^-1")
print(f"D frozen, slab: {fr_D:.2f}, {nu_D:.2f} cm^-1")
print(f"D frozen error: {100 * err_D:.3f} %")
print(f"H/D frequency ratio frozen, slab: {fr_H / fr_D:.4f}, {nu_H / nu_D:.4f}")
print(f"Cl/Si estimate m/(2M): {50 * m_Cl / m_Si:.1f} %")
print(f"Cl frozen, slab top mode: {fr_Cl:.1f}, {nu_Cl:.1f} cm^-1")
print(f"Cl frozen error: {100 * err_Cl:.1f} %")
print(f"Cl partner-free: {nu_partner_Cl:.1f} cm^-1")
print(f"Share of adsorbate in top mode, H: {share_H:.4f}")
print(f"Share of adsorbate in top mode, Cl: {share_Cl:.4f}")
print(f"O-H with O frozen, O free: {oh_frozen:.1f}, {oh_true:.1f} cm^-1")
print(f"O-H frozen error: {100 * (oh_frozen / oh_true - 1):.2f} %")
print(f"H/Ge free-pair error: {100 * ((1 + m_H / m_Ge)**-0.5 - 1):.3f} %")
print(f"Slow-mode test: frozen {wavenumber(slow):.3f} cm^-1")
print(f"Slow-mode error: {1e6 * err_slow:+.3f} ppm")
print(f"Slow-mode static law: {5e5 * k_slow * compliance:+.3f} ppm")
print(f"Resonance, H/Si masses, w/wf: {np.sqrt(res[0]):.4f}, {np.sqrt(res[1]):.4f}")
print(f"Resonance half splitting: {100 * half_split:.2f} %")
print(f"Hollow site n, cos(theta), n cos^2: {bonds}, {cosine}, {geometry}")
print(f"Hollow-site frozen error, H/Si masses: {100 * err_hollow:.3f} %")
print(f"Morse depth: {depth} eV")
print(f"Anharmonic lowering, H: {anharmonic:.1f} cm^-1")
print(f"Dipole layer: spacing {spacing_nm} nm, charge {charge} e")
print(f"Triangular dipole sum: {lattice_sum:.3f} (dimensionless)")
print(f"Dipole coupling shift, H: {dipole_shift:+.1f} cm^-1")
print(f"First-level Boltzmann factor at {temperature:.0f} K: {population:.5f}")
print(f"Spring error equal to freezing H: {100 * (1 - (fr_H / nu_H)**2):.2f} %")
print("verified")
```

Printed output:

```
Masses H, D, Cl: 1.008, 2.014, 35.45 u
Masses O, Si, Ge: 15.999, 28.085, 72.63 u
Bond springs Si-H, Si-Cl, O-H: 260, 250, 780 N/m
Phonon band top: 520 cm^-1
Slab: 512 atoms, lattice spring 37.29 N/m
H/Si mass ratio m/M: 0.03589
H/Si estimate m/(2M): 1.795 %
H/Si free-pair error: -1.748 %
H frozen: 2092.34 cm^-1
H free pair (frozen times sqrt(1+m/M)): 2129.55 cm^-1
H full slab: 2130.50 cm^-1 = 264.15 meV
H upper bound for any such substrate: 2131.88 cm^-1
H frozen minus slab: -38.16 cm^-1
H frozen error against slab: -1.791 %
H zero-point error: -2.366 meV
H factor S: 1.02559
H first-moment estimate of S: 1.02482
H slab minus partner-free: 0.00490 cm^-1
H same from variance law: 0.00471 cm^-1
D frozen, slab: 1480.24, 1534.99 cm^-1
D frozen error: -3.567 %
H/D frequency ratio frozen, slab: 1.4135, 1.3880
Cl/Si estimate m/(2M): 63.1 %
Cl frozen, slab top mode: 346.0, 594.1 cm^-1
Cl frozen error: -41.8 %
Cl partner-free: 586.7 cm^-1
Share of adsorbate in top mode, H: 0.9636
Share of adsorbate in top mode, Cl: 0.2388
O-H with O frozen, O free: 3624.0, 3736.5 cm^-1
O-H frozen error: -3.01 %
H/Ge free-pair error: -0.687 %
Slow-mode test: frozen 2.770 cm^-1
Slow-mode error: +2.413 ppm
Slow-mode static law: +2.406 ppm
Resonance, H/Si masses, w/wf: 0.9003, 1.0906
Resonance half splitting: 9.52 %
Hollow site n, cos(theta), n cos^2: 3, 0.5, 0.75
Hollow-site frozen error, H/Si masses: -2.310 %
Morse depth: 3.3 eV
Anharmonic lowering, H: 85.2 cm^-1
Dipole layer: spacing 0.384 nm, charge 0.2 e
Triangular dipole sum: 11.034 (dimensionless)
Dipole coupling shift, H: +7.4 cm^-1
First-level Boltzmann factor at 600 K: 0.00604
Spring error equal to freezing H: 3.55 %
verified
```
